# Inverse-Field Nucleation Barrier of a Conducting Needle and Its Logarithmic Correction

A resistive or phase-change memory cell holds a thin insulating film between two electrodes. Under a sufficient voltage a narrow conducting filament appears in the film. If the filament begins as a small conducting embryo, two energies compete. The embryo has an interface with the insulator, which costs energy, and it is polarized by the field, which lowers the energy. A long thin embryo along the field is polarized far more strongly than a compact one of equal volume. How high is the barrier to forming it, and how does that barrier depend on the field? This is one proposed route among several. In many real cells the filament grows by drift of ions or vacancies, by Joule heating or after an electronic instability, and the film carries a leakage current. None of these is described here, and the model does not show which route a given device takes.

## Setting and assumptions

Hartree atomic units are used, with $4\pi\varepsilon_0=1$. The embryo is a prolate spheroid with half-length $a$ and waist radius $b$, its long axis along the applied field $E$, which points along $+z$. The assumptions are these.

1. The insulator is a linear dielectric of relative permittivity $\varepsilon$. The electrodes are held at fixed voltage, and the field is uniform over the embryo. The embryo is short compared with the film thickness and far enough from both electrodes for image charges to be neglected.
2. The embryo is a perfect conductor: the potential drop within its screening layer is negligible, and its charges have time to reach equilibrium. The last section shows that this requires more than a screening length much smaller than $b$.
3. The interface is sharp, with a constant energy $\gamma$ per unit area.
4. The waist is held at $b=R$, the smallest radius at which the conducting phase survives. This radius is an input, set by physics outside the model.
5. The two phases have equal bulk free energy per volume. This is relaxed in a later remark.
6. The embryo is slender, $a\gg R$.

The energy $F$ is the change of the thermodynamic potential at fixed voltage, counted from the film without an embryo. Define

$$A=\pi^2\gamma R,\qquad \Lambda(a)=\ln\frac{2a}{R}-1 .$$

## Theorem

Under these assumptions, to leading order in $R/a$,

$$F(a)=Aa-\frac{\varepsilon E^2a^3}{6\Lambda(a)} . \tag{1}$$

**(i) Frozen logarithm.** If $\Lambda$ is replaced by a constant $\Lambda_0>0$, the barrier is

$$W=\frac23\,A^{3/2}\left(\frac{2\Lambda_0}{\varepsilon}\right)^{1/2}\frac1E . \tag{2}$$

**(ii) Running logarithm.** If $\Lambda(a)$ is kept, $F$ has one stationary point in the range $\Lambda>1/3$, and it is a maximum. With $a$ and $\Lambda$ taken there,

$$W=Aa\,\frac{2\Lambda-1}{3\Lambda-1},\qquad \frac{d\ln W}{d\ln E}=-\frac{2\Lambda}{2\Lambda-1}, \tag{3}$$

where the exponent refers to $\Lambda>1/2$, so that $W>0$. It is steeper than $-1$ and tends to $-1$ as $E\to0$.

The inverse-field law is therefore the result of treating a slowly varying logarithm as constant. Three lemmas supply equation (1).

## Lemma 1: the energy gain at fixed voltage

*A conducting embryo with induced dipole moment $p$ of free charge changes the energy by $-pE/2$.*

**Proof.** The applied potential is $-Ez$. Let $\sigma$ be the free charge on the embryo surface, with zero total, and $\phi_s$ the potential it produces in the dielectric. Build this charge up in proportion, from $0$ to $\sigma$, at fixed electrode voltage. At fraction $\lambda$ the potential is $\lambda\phi_s-Ez$, so the work is

$$\int_0^1\! d\lambda\int\!\sigma(\lambda\phi_s-Ez)\,dS=\frac12\int\!\sigma\phi_s\,dS-pE,\qquad p=\int\!\sigma z\,dS .$$

A conductor has constant total potential, and by symmetry the constant is zero. Hence $\phi_s=+Ez$ on the surface, and the first term is $+pE/2$. The sum is $-pE/2$. The interior is now free of field, so replacing the dielectric there by metal changes no electrostatic energy. $\square$

A plane capacitor confirms the sign and the factor. Insert a conducting sheet of thickness $s$ into a gap $d\gg s$ between plates of area $S$. The capacitance rises from $\varepsilon S/(4\pi d)$ to $\varepsilon S/[4\pi(d-s)]$, so $\Delta C\approx\varepsilon Ss/(4\pi d^2)$. At fixed voltage $V=Ed$ the energy changes by $-\Delta C\,V^2/2=-\varepsilon SsE^2/(8\pi)$. The sheet carries surface charge $\varepsilon E/(4\pi)$, so $p=\varepsilon ESs/(4\pi)$, and $-pE/2$ is the same.

## Lemma 2: the polarization of a needle

*With $c^2=a^2-b^2$ and $e=c/a$, the dipole moment is $p=\varepsilon\alpha E$, where*

$$\alpha=\frac{c^3}{3(\operatorname{artanh}e-e)}\;\longrightarrow\;\frac{a^3}{3[\ln(2a/b)-1]}\quad(a\gg b). \tag{4}$$

**Proof.** Place a line charge of density $ks$ at positions $-c<s<c$ on the axis, between the foci. At a point $(\rho,z)$ write $r(s)=\sqrt{\rho^2+(z-s)^2}$. Splitting $s=(s-z)+z$, the potential is

$$\frac k\varepsilon\int_{-c}^{c}\frac{s\,ds}{r(s)}=\frac k\varepsilon\left[r_+-r_-+z\ln\frac{c-z+r_+}{-c-z+r_-}\right],\qquad r_\pm=r(\pm c).$$

On the spheroid $\rho^2=b^2(1-z^2/a^2)$, which gives

$$r_\pm^2=b^2+c^2\mp2cz+z^2\left(1-\frac{b^2}{a^2}\right)=(a\mp ez)^2 .$$

Therefore $r_+-r_-=-2ez$. The numerator in the logarithm is $a+c-(1+e)z=(1+e)(a-z)$, and the denominator is $(1-e)(a-z)$. Their ratio does not depend on $z$, and its logarithm is $2\operatorname{artanh}e$. The surface potential is thus

$$\frac{2kz}{\varepsilon}(\operatorname{artanh}e-e),$$

which is proportional to $z$, as required. Setting it equal to $Ez$ gives $k=\varepsilon E/[2(\operatorname{artanh}e-e)]$. The surface charge of the conductor has the same potential on the spheroid, hence the same outside field and the same dipole moment:

$$p=\int_{-c}^{c}ks^2\,ds=\frac{2kc^3}{3}=\frac{\varepsilon E\,c^3}{3(\operatorname{artanh}e-e)} .$$

For a needle, $1-e^2=b^2/a^2$ gives $\operatorname{artanh}e=\ln[(1+e)a/b]\to\ln(2a/b)$, while $e\to1$ and $c\to a$. $\square$

In the opposite limit $b\to a$, the expansion $\operatorname{artanh}e-e\approx e^3/3$ gives $\alpha=a^3$, the polarizability of a sphere. In both limits the cube of the length appears. For the needle, the radius enters only through the logarithm, although the volume falls as $b^2$. The surface charge per length is $(c/a)^3kz$, which for a needle coincides with the line density $ks$. It grows in proportion to the distance from the centre, and $k$ depends on the radius of a needle only through the logarithm.

A direct solution for the surface charge at $a=10$, $b=1$ bohr gave $\alpha=164.34$ bohr³, against $164.32$ from the full formula. The needle limit gives $167.02$ bohr³, which is 1.6% above the full formula.

## Lemma 3: the interface cost

*The spheroid area is $2\pi b^2+2\pi ab\,\arcsin(e)/e$, which tends to $\pi^2ab$ for $a\gg b$.*

**Proof.** Put $z=au$ and $\rho=b\sqrt{1-u^2}$. The area element of the surface of revolution gives

$$S=2\pi b\int_{-1}^{1}\!\sqrt{a^2(1-u^2)+b^2u^2}\,du=4\pi ab\int_0^1\!\sqrt{1-e^2u^2}\,du .$$

The last integral is $\frac12[\sqrt{1-e^2}+\arcsin(e)/e]$, and $\sqrt{1-e^2}=b/a$, which proves the formula. For a needle, $\arcsin e\approx\pi/2-b/a$. The term $-b/a$ contributes $-2\pi b^2$ and cancels the first term of the area, leaving $\pi^2ab$. $\square$

At $b=R$ the cost is $\gamma\pi^2aR=Aa$. Lemmas 1 and 2 give the gain $\varepsilon\alpha E^2/2=\varepsilon E^2a^3/(6\Lambda)$. Their difference is equation (1).

## Proof of the theorem

**Part (i).** With constant $\Lambda_0$,

$$F'(a)=A-\frac{\varepsilon E^2a^2}{2\Lambda_0}=0\quad\Longrightarrow\quad a_0=\left(\frac{2A\Lambda_0}{\varepsilon}\right)^{1/2}\frac1E .$$

The derivative is positive below $a_0$ and negative above it, so this is a maximum. There the gain is

$$\frac{a_0}{6\Lambda_0}\,\varepsilon E^2a_0^2=\frac{a_0}{6\Lambda_0}\,2A\Lambda_0=\frac{Aa_0}{3},$$

one third of the cost. Hence $W=\frac23Aa_0$, which is equation (2). The cost per length is fixed and the critical length varies as $1/E$; the barrier inherits this dependence.

**Part (ii).** Since $d\Lambda/da=1/a$,

$$\frac{d}{da}\frac{a^3}{\Lambda}=\frac{3a^2}{\Lambda}-\frac{a^2}{\Lambda^2}=h(a),\qquad h(a)=\frac{a^2(3\Lambda-1)}{\Lambda^2},$$

and the stationary condition is

$$A=\frac{\varepsilon E^2}{6}\,h(a). \tag{5}$$

For $\Lambda>1/3$ the function $h$ is positive, and

$$\frac{d\ln h}{d\ln a}=2+\frac{3}{3\Lambda-1}-\frac2\Lambda=\frac{6\Lambda^2-5\Lambda+2}{\Lambda(3\Lambda-1)} .$$

The numerator has discriminant $25-48<0$, so it is positive. Thus $h$ rises steadily from zero at $\Lambda=1/3$ to infinity. Equation (5) has one solution, where $F'$ changes from positive to negative: a maximum.

Equation (5) also gives $\varepsilon E^2a^2/6=A\Lambda^2/(3\Lambda-1)$. The gain $G$ at the maximum is therefore

$$G=\frac{Aa\Lambda}{3\Lambda-1},\qquad W=Aa-G=Aa\,\frac{2\Lambda-1}{3\Lambda-1} .$$

When $E$ changes, $a$ shifts too, but $F'=0$ removes the contribution of that shift to first order. Only the explicit factor $E^2$ in the gain counts, so $dW/d\ln E=-2G$. Division by $W$ gives the exponent in (3).

As $E\to0$, equation (5) requires $h\to\infty$, hence $a\to\infty$ and $\Lambda\to\infty$, and the exponent tends to $-1$. $\square$

**Remark on the weak-field form.** For large $\Lambda$, $h\approx3a^2/\Lambda$, so $a\approx(2A\Lambda/\varepsilon)^{1/2}/E$ and $W\approx\frac23Aa$. This is equation (2) with $\Lambda$ still dependent on the field. The product $EW$ therefore grows as $\Lambda^{1/2}$ without limit as $E\to0$: the exponent approaches $-1$, but $EW$ does not approach a constant.

## Worked example

Take a perfectly conducting embryo and round model parameters, attached to no material: $\gamma=2\times10^{-5}$ hartree/bohr², $R=6$ bohr, $\varepsilon=20$, and a reference field $E=2\times10^{-4}$ atomic units, or $1.03\times10^8$ V/m. Then

$$A=\pi^2(2\times10^{-5})(6)=1.184\times10^{-3}\ \text{hartree/bohr}.$$

The constant $\Lambda_0$ is fixed by requiring $\Lambda_0=\ln(2a_0/R)-1$ at the reference field, on the slender branch $\Lambda_0>1/2$. The solution is $\Lambda_0=2.32$, and

$$a_0=\frac{\sqrt{2(1.184\times10^{-3})(2.3185)/20}}{2\times10^{-4}}=82.9\ \text{bohr}.$$

The cost is $0.0981$ hartree and the gain $0.0327$ hartree, one third of it. The barrier is $0.0654$ hartree, or $1.78$ eV, and the frozen law reads $W=1.308\times10^{-5}/E$ in atomic units.

With the running logarithm, the half-length is $91.0$ bohr and the barrier $0.0661$ hartree. The length has moved by 10% but the barrier by only 1%. The reason is that $\Lambda(a_0)=\Lambda_0$, so equation (1) has the value $0.0654$ hartree at $a_0$, near its own maximum, where it is flat.

The next table compares these laws with the numerical maximum of the full spheroid energy, which uses the complete area and polarizability. Fields are in $10^{-4}$ atomic units and barriers in hartree; the last column is the local exponent of the full result.

| $E$ | full | running | frozen | exponent |
|---|---|---|---|---|
| 0.5 | 0.3438 | 0.3437 | 0.2617 | −1.14 |
| 1 | 0.1540 | 0.1537 | 0.1308 | −1.18 |
| 2 | 0.0666 | 0.0661 | 0.0654 | −1.24 |
| 4 | 0.0273 | 0.0260 | 0.0327 | −1.34 |

Relative to the full spheroid, the frozen law is 24% low at the weakest field and 20% high at the strongest. A power fitted over this range would be noticeably steeper than $-1$, without any further physics. At $10^{-5}$, $10^{-6}$ and $10^{-8}$ atomic units the exponent is $-1.094$, $-1.064$ and $-1.040$. These values show how slow the approach to $-1$ is; the needles concerned are too long for a thin film.

## Remark: the error of the needle limit

Let $\delta=R/a$. To second order, $c^3=a^3(1-\frac32\delta^2)$, $\operatorname{artanh}e=\ln(2/\delta)-\frac14\delta^2$ and $e=1-\frac12\delta^2$. The denominator of $\alpha$ thus contains $\Lambda+\frac14\delta^2$, and the gain falls by the fraction $(\frac32+\frac1{4\Lambda})\delta^2$. In the area, $1/e\approx1+\frac12\delta^2$ raises the cost by the fraction $\frac12\delta^2$. At a maximum the shift of $a$ does not matter to first order, so

$$\frac{\Delta W}{W}=\delta^2\,\frac{\frac12Aa+\left(\frac32+\frac1{4\Lambda}\right)G}{W}=\delta^2\,\frac{3\Lambda-\frac14}{2\Lambda-1} .$$

At the reference field, $\Lambda=2.41$ and $\delta=6/91.0$ give $0.8\%$, which is the difference between the running and full barriers there. At the strongest field in the table the full half-length is $38$ bohr, only about six radii, and the running result is 5% low. Its exponent is less accurate still, $-1.48$ against $-1.34$, because the error grows quickly with field and the exponent contains the derivative of that error.

## Remark: why a minimum radius is needed

Vary $R$ at fixed $E$. The cost is proportional to $R$, and $\partial\Lambda/\partial\ln R=-1$ makes the gain rise by $G/\Lambda$ per unit of $\ln R$. Using the stationary point again,

$$\frac{dW}{d\ln R}=Aa-\frac G\Lambda=Aa\,\frac{3\Lambda-2}{3\Lambda-1},\qquad \frac{d\ln W}{d\ln R}=\frac{3\Lambda-2}{2\Lambda-1} .$$

The exponent tends to $3/2$ for large $\Lambda$. As $R\to0$, the ratio $a/R$ grows and $W$ falls to zero roughly as $R^{3/2}$. Without a minimum radius the barrier of this model thus vanishes. The exponent of $\gamma$ is $Aa/W=(3\Lambda-1)/(2\Lambda-1)$, which tends to the same limit $3/2$ from above while the exponent of $R$ approaches it from below; at the reference field the exponent of $\gamma$ is still $1.63$. In the example the formula for the exponent of $R$ gives $1.37$ and the full spheroid $1.38$.

Could a wider embryo find an easier path? A prolate embryo that grows past the critical length must at some moment have that length. At the reference field, every sampled waist between $R$ and the critical half-length gave a higher energy than $b=R$. Within this family of shapes, the lowest pass found therefore lies at the minimum radius.

## Remark: a bulk free-energy difference

Let the conducting phase differ from the insulator by $g$ per unit volume, negative if the conductor is the stable phase. The volume $\frac43\pi aR^2$ is also linear in $a$, so at fixed radius only the coefficient changes:

$$A=\pi^2\gamma R+\frac{4\pi}{3}R^2g .$$

The theorem holds with this $A$ as long as $A>0$ and the critical needle is slender. For $g=-2\times10^{-6}$ hartree/bohr³, $A$ falls to $8.83\times10^{-4}$ hartree/bohr and the full barrier at fixed waist to $0.0414$ hartree. At $g=-3\pi\gamma/(4R)=-7.85\times10^{-6}$ hartree/bohr³ the linear cost vanishes, and with it this kind of barrier. For negative $g$ the fixed radius is a real restriction: the volume grows as $b^2$ and the area only as $b$, so a sufficiently wide embryo gains by widening. A compact embryo can then have the lower barrier. For a sphere without field, the maximum of $4\pi\gamma r^2-\frac43\pi|g|r^3$ lies at $r=2\gamma/|g|$ and equals $16\pi\gamma^3/(3g^2)$. At $g=-2\times10^{-6}$ hartree/bohr³ this is $0.0335$ hartree, already below the needle value, and the field lowers it further. The needle barrier therefore describes the easiest path only when the bulk driving force is weak enough.

## Remark: comparison with a sphere

For a conducting sphere of radius $r$ with $g=0$, $\alpha=r^3$ and

$$F=4\pi\gamma r^2-\frac{\varepsilon E^2r^3}{2},\qquad F'=8\pi\gamma r-\frac{3\varepsilon E^2r^2}{2}=0,\qquad r=\frac{16\pi\gamma}{3\varepsilon E^2} .$$

At this radius the gain is $\frac83\pi\gamma r^2$, so $W=\frac43\pi\gamma r^2$, proportional to $E^{-4}$. At the reference field $r=419$ bohr and $W=14.7$ hartree, some 220 times the needle barrier. Both shapes gain as length cubed, but the area of the sphere grows as the square of its size and that of the needle only linearly.

## Range of validity

The law is bounded on both sides. At strong field the critical needle becomes short, and the slender formulas lose accuracy as described above. At weak field it becomes too long for the film. The full critical length is $182$ bohr ($9.6$ nm) at the reference field and about $912$ bohr at one quarter of it. A film of thickness $d$ must satisfy $2a<d$, which in the frozen approximation means

$$E>\frac2d\left(\frac{2A\Lambda_0}{\varepsilon}\right)^{1/2} .$$

This bound shares the error of the frozen law: for $d=912$ bohr it gives $3.6\times10^{-5}$ atomic units, whereas the full length quoted above requires $5\times10^{-5}$. As this limit is approached, the image charges neglected here strengthen the polarization, so the formulas fail before the needle touches the electrodes.

An embryo that starts on an electrode is also outside the model. By mirror symmetry, half a spheroid standing on a flat electrode has half the side area and half the energy gain of the whole one. Its barrier is therefore half as high if the contact area costs no energy. Where contact is cheap, a filament forms more easily there than inside the film.

The field at the tip sets a further limit. On a conducting spheroid the surface charge is proportional to the $z$ component of the unit normal, so $p$ equals the charge density at the tip times the volume. The tip field is therefore $3\alpha E/(aR^2)\approx Ea^2/(R^2\Lambda)$. At the reference field this is about 95 times the applied field, or $10^{10}$ V/m. So large a value belongs to the spheroid, whose tip has the radius of curvature $R^2/a$, here 0.4 bohr. This is smaller than an atom, and assumption 4 limits only the waist, not the ends. Ends rounded at radius $R$ would have a lower tip field. They would also change the area and the polarizability, so the numerical factor in the barrier depends on the assumed shape. A cylinder with hemispherical ends, for instance, has the area $4\pi aR$, which is 27% above $\pi^2aR$, so the digits of the example belong to the spheroid alone. Even a lower tip field may make a real insulator respond nonlinearly or break down, so the linear dielectric of assumption 1 is a strong idealization.

Assumption 2 is demanding as well. Let $\ell$ be the screening length and $\varepsilon_m$ the permittivity of the conducting phase without its free carriers. Near the middle of the needle the induced charge per area is $ks/(2\pi R)$. For $\ell\ll R$ the potential drop across the screening layer is therefore about $2\ell ks/(\varepsilon_mR)$, while the potential of the induced charge at the surface is $2\Lambda ks/\varepsilon$. The drop is negligible only if

$$\frac{\varepsilon\,\ell}{\varepsilon_mR\Lambda}\ll1 .$$

A good metal has $\ell\approx1$ bohr, well below the $R=6$ bohr of the example. Yet with $\varepsilon_m=1$ the ratio at the reference field is $20/(6\times2.41)\approx1.4$, which is not small. Away from the middle the local radius of the spheroid is smaller than $R$ and the relative drop is larger, so this ratio understates the loss of polarization. The barriers of the example are thus the perfect-conductor limit, not an estimate for such a metal in this insulator. In a conducting phase with far fewer carriers, as in many phase-change materials, $\ell$ can be comparable with $R$ or larger. Incomplete screening means that the embryo is polarized less, and the barrier is higher than calculated here. The main values are given in the numerical output below.

## Calculated quantities

```
interface energy gamma = 2.0e-05 hartree/bohr^2
minimum radius R = 6.0 bohr; permittivity eps = 20.0
reference field = 2.0e-04 a.u. = 1.028e+08 V/m
cost per half-length A = 1.1844e-03 hartree/bohr
polarizability test, a = 10 bohr, b = 1 bohr, in bohr^3:
  boundary charges 164.34, spheroid formula 164.32, needle limit 167.02
frozen logarithm at reference field:
  L0 = 2.3185, half-length = 82.85 bohr
  cost = 0.09813 hartree, gain = 0.03271 hartree
  barrier = 0.06542 hartree = 1.780 eV
  barrier times field = 1.3084e-05 a.u.
running logarithm at reference field:
  L = 2.4127, half-length = 91.04 bohr
  cost = 0.10783 hartree, gain = 0.04170 hartree
  barrier = 0.06612 hartree
full spheroid at reference field:
  half-length = 91.02 bohr, a/R = 15.17
  full length = 182.0 bohr = 9.63 nm
  barrier = 0.06664 hartree = 1.813 eV
field (a.u.) | half-length (bohr) | barriers (hartree): full, running log, frozen log | exponents: full, formula
  5.0e-05 | 455.88 | 0.34380, 0.34370, 0.26167 | -1.141, -1.142
  1.0e-04 | 206.59 | 0.15396, 0.15374, 0.13084 | -1.180, -1.183
  2.0e-04 | 91.02 | 0.06664, 0.06612, 0.06542 | -1.242, -1.261
  4.0e-04 | 38.07 | 0.02727, 0.02599, 0.03271 | -1.343, -1.479
weak-field exponents of the full spheroid (asymptotics only):
  field 1e-05 a.u.: exponent -1.0943
  field 1e-06 a.u.: exponent -1.0643
  field 1e-08 a.u.: exponent -1.0397
radius exponent: full 1.379, formula 1.369
bulk term g = -2.0e-06 hartree/bohr^3:
  A = 8.8276e-04 hartree/bohr
  barrier: full 0.04139, running log 0.04087 hartree
  A vanishes at g = -7.854e-06 hartree/bohr^3
sphere: critical radius = 418.9 bohr, barrier = 14.70 hartree
```
